# How lattice ripple biases a stopping slope fitted over whole periods

A proton is driven through a crystal at constant velocity in a time-dependent electronic-structure calculation. The nuclei of the crystal are held still, and the energy of the system is recorded as a function of the distance $x$ travelled. This energy rises, because the proton keeps exciting electrons, and the mean rate of rise is the electronic stopping power $S$. On top of the rise lies a ripple: the proton passes equivalent sites again and again, and its interaction energy with the lattice goes up and down with the period of its path. To extract $S$, one fits a straight line to the energy. Where should the fit begin and end?

A natural answer is to fit over a whole number of lattice periods, in the belief that the ripple then cancels. The belief has a sound core. Over whole periods the ripple has as much area above zero as below it, so its mean vanishes. The fit also uses every recorded point, which seems safer than trusting two of them. But a slope is not a mean. It depends on where in the window the high and low parts of the ripple lie, and that information survives the cancellation of the mean.

## The slope that the fit returns

Take the model

$$E(x)=E_0+Sx+A\sin kx,\qquad k=\frac{2\pi}{\lambda},$$

where $E$ is the energy deposited in the system, positive when the proton does work on it, $A>0$ is the ripple amplitude and $\lambda$ is the period along the path. The window starts at $x=s$ and has length $L$; position inside it is $u=x-s$. The samples are first taken to be so dense that sums become integrals, and all have equal weight.

Write the fitted line as $a+\sigma(u-L/2)$, with free $a$ and $\sigma$. The quantity to be minimised is

$$\int_0^L\left[E(s+u)-a-\sigma\left(u-\tfrac L2\right)\right]^2du .$$

Its derivative with respect to $\sigma$ must vanish. The term with $a$ drops out because $\int_0^L(u-L/2)\,du=0$, leaving

$$\sigma\int_0^L\left(u-\tfrac L2\right)^2du=\int_0^L\left(u-\tfrac L2\right)E(s+u)\,du .$$

The integral on the left is $L^3/12$, so

$$\sigma=\frac{12}{L^3}\int_0^L\left(u-\tfrac L2\right)E(s+u)\,du. \tag{1}$$

This is linear in $E$. The constant part of the energy contributes nothing and the term $Sx$ contributes $S$. The ripple therefore adds a separate bias $b=\sigma-S$.

Now let $L=n\lambda$ with $n$ a whole number. The mean of the sine is zero, so the $L/2$ in (1) has no effect on the ripple term. The first moment remains. Integration by parts gives

$$\int_0^L u\sin(ks+ku)\,du
=\left[-\frac{u\cos(ks+ku)}{k}\right]_0^L+\frac1k\int_0^L\cos(ks+ku)\,du .$$

The last integral vanishes over whole periods. In the bracket the lower limit gives zero, and at the upper limit $\cos(ks+kL)=\cos ks$. The moment is $-L\cos(ks)/k$, and multiplication by $12A/L^3$ gives

$$b=-\frac{12A\cos ks}{kL^2}. \tag{2}$$

For a window that starts at a rising zero of the ripple, $\cos ks=1$ and the bias is $-12A/(kL^2)$. Its sign can be read from a sketch: in every period the hump comes first and the trough second, which tilts the line downward. A start at a falling zero reverses the order and the sign. A start at a crest or a trough gives no bias, because the ripple is then symmetric about the middle of the window.

Adding periods does not cancel the tilt. Each period adds the same amount to the moment, which grows as $n$. The bias falls because the denominator in (1) grows as $n^3$, and the quotient goes as $1/n^2$.

## Why using all the points does not help

Equation (1) can be rewritten in terms of the force $E'=dE/dx$. Let $W(u)=u(L-u)/2$. Then $W'=L/2-u$, and $W$ vanishes at both ends, so

$$\int_0^L\left(u-\tfrac L2\right)E\,du=-\int_0^LW'E\,du=\int_0^LW E'\,du .$$

Hence

$$\sigma=\int_0^L w(u)\,E'(s+u)\,du,\qquad w(u)=\frac{6u(L-u)}{L^3}. \tag{3}$$

The weight $w$ integrates to one, so the fitted slope is an average of the force. It is not a uniform average: the middle of the window counts most and the ends count for nothing. Whole periods remove a periodic force of zero mean from a uniform average, but not in general from a parabolic one.

The uniform average is

$$\frac1L\int_0^LE'(s+u)\,du=\frac{E(s+L)-E(s)}{L}. \tag{4}$$

In the model this equals $S$ for every starting point when $L=n\lambda$, because the ripple has the same value at both ends. The rule of whole periods is therefore right for the endpoint difference. The mistake is to carry it over to the line fit.

The result does not depend on the ripple being a sine. Let $p(x)$ be any continuous ripple of period $\lambda$ and zero mean, and let $P$ be its antiderivative, with the constant chosen so that $P$ too has zero mean. Since $p$ has zero mean, $P$ is periodic. Then

$$\int_0^Lu\,p(s+u)\,du=\bigl[uP(s+u)\bigr]_0^L-\int_0^LP(s+u)\,du=L\,P(s),$$

and (1) gives

$$b=\frac{12P(s)}{L^2}. \tag{5}$$

For the sine, $P=-A\cos(kx)/k$, which returns (2). A continuous function with zero mean must cross zero, so an unbiased starting point exists for every such ripple. For a ripple with several harmonics it need not be a crest. If, however, the ripple is even about some point, as the static interaction is about an atomic plane that is a mirror plane of the path, then $p(s+L-u)=p(s-u)=p(s+u)$ for a start at that point. The ripple is symmetric about the middle of the window, and the bias vanishes for all harmonics at once.

## A proton at 1 keV

Take a proton at 0.20 atomic units of velocity, which is an energy of 999 eV, with $S=20$ eV/nm, $A=1$ eV and $\lambda=0.20$ nm. The wave number is $k=2\pi/0.20=31.416$ nm$^{-1}$. Four periods make $L=0.80$ nm, and a start at a rising zero gives

$$b=-\frac{12\times1}{31.416\times0.80^2}=-0.597\ \text{eV/nm}.$$

The fit returns 19.40 eV/nm instead of 20, an error of 3.0% of $S$. In atomic units, the bias is $-0.00116$ hartree/bohr on a stopping power of 0.0389 hartree/bohr.

Short runs fare much worse. With the start held at a rising zero, one period gives $-9.55$ eV/nm, almost half of $S$; two periods give $-2.39$ eV/nm, or 12%; eight give $-0.149$ eV/nm, or 0.75%. To bring the error below 1% of $S$ from this start, $n$ must satisfy

$$n^2>\frac{12A}{k\lambda^2(0.01S)}=\frac{12}{31.416\times0.04\times0.2}=47.7,$$

so seven periods are needed.

These parameters are round numbers in the rough regime of a slow proton channelled in a metal such as aluminium. Along the centre line of a cube-axis channel in a face-centred cubic crystal the period is half the cube edge, about 0.2 nm in aluminium. The stopping power and ripple amplitude are rough values for this regime, not calculated properties of aluminium. The amplitude changes with the path, and (2) scales in proportion to it. A path that crosses the crystal in a general direction meets close collisions at irregular intervals; it has no short period, and (2) does not apply to it. If $A$ stays fixed while $S$ falls in proportion to velocity, halving the velocity doubles the relative error, so the slow end of a stopping curve suffers most.

## Windows that are not whole periods

For a general length, measure position from the centre, $v=u-L/2$, and let $\theta=k(s+L/2)$ be the ripple phase there. In $\sin(\theta+kv)=\sin\theta\cos kv+\cos\theta\sin kv$, the first term is even in $v$ and has no first moment. The second gives

$$\int_{-L/2}^{L/2}v\sin kv\,dv=-\frac{L\cos q}{k}+\frac{2\sin q}{k^2},\qquad q=\frac{kL}{2}.$$

Since $2/k=L/q$, the right-hand side is $(L/k)(\sin q/q-\cos q)$, and

$$b=\frac{12A\cos\theta}{kL^2}\left(\frac{\sin q}{q}-\cos q\right). \tag{6}$$

For whole periods $q=n\pi$. The bracket is then $-(-1)^n$, while $\cos\theta=(-1)^n\cos ks$, and (2) returns. For a very short window, the expansions $\sin q/q\approx1-q^2/6$ and $\cos q\approx1-q^2/2$ make the bracket $q^2/3=k^2L^2/12$. The bias becomes $Ak\cos\theta$, the local ripple force, as it must when the line is a tangent.

The bracket vanishes, whatever the phase, when $\tan q=q$. Beyond $q=0$, the solutions lie just below $q=(n+\tfrac12)\pi$ with $n\geq1$. The one after four periods, found numerically, is $L=4.477\lambda$. Even at 4.5 periods, where $\cos q=0$ and the bracket has magnitude $1/q$, the bias at the worst phase is 0.033 eV/nm, against 0.597 eV/nm at four periods. For a line fit through a single sine whose phase at the start is not controlled, a window near a half-integer number of periods is thus far safer than a whole number. Whole periods do as well only when the start lies close to a crest or a trough: four periods match the worst case at 4.5 only within 0.002 nm of one. The gain depends on the length being right: by (6), a window 0.01 nm longer than 4.5 periods has a worst-phase bias of 0.10 eV/nm. A half-integer window also holds a whole number of periods of every even harmonic, and for those (2) applies in full.

The endpoint difference behaves in the opposite way. Over a half-integer number of periods the ripple changes sign between the ends, and the error can reach $2A/L$. The two estimators need different windows.

## Finite sampling

A real record has a finite spacing $h$. Let there be $N$ points at $u_j=jh$, with $j=0,\dots,N-1$ and $Nh=L=n\lambda$, so that the right endpoint is left out and each phase is sampled equally often. With more than one point per period, $z=e^{ikh}$ obeys $z\neq1$, $z^N=1$ and $\sum_{j=0}^{N-1}z^j=0$. Let $T=\sum_{j=0}^{N-1}jz^j$. Shifting the index in $zT$ gives

$$(z-1)T=(N-1)z^N-\sum_{j=1}^{N-1}z^j=(N-1)+1=N,$$

so that

$$T=\frac{N}{e^{ikh}-1}=-\frac N2\left(1+i\cot\frac{kh}{2}\right).$$

The sum $\sum_j j\sin(ks+jkh)$ is the imaginary part of $e^{iks}T$. The fit divides $hA$ times this sum by $\sum_j(u_j-\bar u)^2=h^2N(N^2-1)/12$, where $\bar u$ is the mean of the $u_j$. The result is

$$b=-\frac{6A\left[\cos ks\,\cot(kh/2)+\sin ks\right]}{h(N^2-1)}. \tag{7}$$

As $h\to0$ at fixed $L$, $\cot(kh/2)\to2/(kh)$ and (7) becomes (2). With $h=0.01$ nm, $N=80$ and a start at a rising zero, the bias is $-0.592$ eV/nm. Including the right endpoint changes it to $-0.570$ eV/nm: the added ripple value is zero, but the spread of positions in the denominator is larger. At this start, sampling is not the source of the problem. The $\sin ks$ term in (7) does spoil the unbiased start: with the right endpoint left out the points are not symmetric about a crest, and a start at a crest gives $-6A/[h(N^2-1)]=-0.094$ eV/nm. Including the right endpoint restores the symmetry and the zero.

## Removing the bias

One cure is to fit what is there. Use the four functions $1$, $x$, $\sin kx$ and $\cos kx$ together. If the data are a line plus one harmonic of known period, the residual can be made zero and the slope is $S$. The price is a larger response to noise, because part of $x$ looks like a sine. Consider dense samples over whole periods, with independent errors of equal variance. The mean square of $x$ about its mean is $L^2/12$. With the origin at the window's start, the mean of $x\sin kx$ is $-1/k$, that of $x\cos kx$ is zero, and that of $\sin^2kx$ is $1/2$. The sine therefore takes away $(1/k)^2/(1/2)=2/k^2$. The slope variance is inversely proportional to what remains, so it grows by the factor

$$\frac{L^2/12}{L^2/12-2/k^2}=\frac{1}{1-6/(\pi^2n^2)}.$$

This is 2.55 for one period and 1.04 for four.

A second cure is to average two line fits of equal length $n\lambda$ whose starts differ by $\lambda/2$. The phase of harmonic $m$ shifts by $m\pi$, so odd harmonics cancel and even ones remain. A third is the endpoint difference, which removes every harmonic.

Each cure has its weak point. Add a second harmonic $0.2\sin2kx$ eV to the example. By (2), with $2k$ in place of $k$, it biases the line fit by $-0.060$ eV/nm. This is the worst phase for a start at $x=0$. A static ripple that is even about its crests, as on a mirror-symmetric channel, would carry $\cos2kx$ instead, and that term gives no bias in a dense fit from this start. The half-period pair keeps this error in full, and a joint least-squares fit with one harmonic does slightly worse: $-0.062$ eV/nm on dense data, and $-0.060$ against the line fit's $-0.058$ eV/nm on the 80 samples. Sine and cosine columns for the second harmonic would remove it. If instead the ripple is a single sine, again started at a rising zero, but the fitted period is 2% too long, the joint fit errs by $-0.006$ eV/nm. This value is small because the terms of first and second order in the period error nearly cancel there. A period 2% too short gives $-0.045$ eV/nm, and periods 5% too long and 5% too short give $-0.09$ and $-0.20$ eV/nm.

The endpoint difference depends on the length being right. If the window is 0.01 nm too long and starts at a rising zero, its error is $\sin(31.416\times0.81)/0.81=0.38$ eV/nm. The line fit over the same window errs by $-0.56$ eV/nm, from (6). Independent energy noise of 0.010 eV per sample gives a slope error of $\sqrt2\times0.010/0.80=0.018$ eV/nm for the endpoint difference, and 0.005 eV/nm for either the line fit or the joint fit. In this example the joint fit combines a small bias with low noise, provided the period is known to about 2% and the higher harmonics are weak or included in the fit.

## What the single sine leaves out

A run that starts suddenly has a transient. Represent it by an added energy $D(1-e^{-x/\ell})$, with assumed values $D=0.50$ eV and $\ell=0.10$ nm. Over the first 0.80 nm it raises the endpoint slope by 0.62 eV/nm. The line fit gives little weight to the start, and by (3) its rise is approximately

$$\frac{6D}{L^3}\left(L\ell-2\ell^2\right)=0.35\ \text{eV/nm},$$

with terms of order $e^{-L/\ell}$ dropped. This offsets more than half of the ripple bias, so a fitted slope can look good because two errors oppose each other. Discarding the first period and keeping the window length multiplies both transient errors by $e^{-2}$, to 0.085 and 0.048 eV/nm. These figures belong to the assumed monotone form. If the transient rings, $D(1-e^{-x/\ell}\cos\kappa x)$ with $2\pi/\kappa=0.11$ nm, the distance this proton covers in one plasma period at the electron density of aluminium, the line fit rises by only 0.02 eV/nm, and the factor $e^{-2}$ no longer applies.

A freely moving proton slows down. If stopping is proportional to velocity and the initial kinetic energy is $K$, then $dK_x/dx=-S\sqrt{K_x/K}$ for the remaining energy $K_x$. Integration gives an energy loss $Sx-S^2x^2/(4K)$. By (3), the fitted slope of $x^2$ over $0\le x\le L$ is $L$, so the slope changes by $-S^2L/(4K)=-0.080$ eV/nm. Prescribing the velocity removes this effect.

The friction itself may vary along the path. A force $S(1+0.3\cos kx)$ integrates to a ripple of amplitude $0.3S/k=0.19$ eV. With this phase the ripple adds to $A$ and biases the fit in the same way. If the friction peaks instead at a crest of $A\sin kx$, the added ripple is $-0.19\cos kx$ eV, in quadrature with the first. The amplitude then hardly changes, but by (5) a start at the crest of $A\sin kx$ acquires a bias of $-12\times0.19/(kL^2)=-0.11$ eV/nm.

Thermal displacement breaks the periodicity. As a crude model, give the ripple an independent random shift of 0.010 nm rms at each period boundary, interpolate linearly between boundaries, and start at a rising zero. Over 4000 random draws, the slope scatters by 0.52 eV/nm for the endpoint difference and by 0.05 eV/nm for the line fit. The endpoints here lie on the steepest part of the ripple, where a shift changes the energy most, and the independent shifts sit exactly at the window ends. With the boundaries moved by a quarter or half a period, the endpoint scatter is about 0.4 eV/nm and that of the line fit 0.05 to 0.06 eV/nm. The contrast belongs to this start: from a crest, with the boundaries again at the window ends, the two scatter alike, by about 0.12 eV/nm each. The model also shifts only the phase of the ripple. Displaced atoms change its height and its local level as well, which tilts a fitted line too and can make both scatters much larger. These numbers show that the exactness of the endpoint difference needs a static lattice; they do not rank the two estimators for a real thermal crystal.

The model also assumes that the proton meets fresh material. In a periodic simulation cell it can return to its own wake, and the energy is then no longer a line plus a lattice ripple. The window should end before that happens, which limits how far the bias can be reduced by lengthening the run.
